**Ehrenfest dynamics against quantum heating of a vibration**

The program tests the rate equation dN/dt = (N+1)R_emit − N R_abs for the mean number N of vibrational quanta, and the Ehrenfest equation, which lacks the spontaneous term R_emit. R_emit and R_abs are the emission and absorption rates set by the electronic force noise at minus and plus the vibrational frequency. For a small many-electron system it asserts that exact propagation and Ehrenfest dynamics differ by the spontaneous-emission formula; both come out at 2.16 × 10⁻⁵ quanta. It asserts that the noise integral agrees within 4% with a time-domain correlator built from explicit discrete leads, and that two self-consistent Ehrenfest runs decay at the derived friction rate within 4%. It also asserts the Bose number at zero bias, the flat cold limit with its threshold, positive friction over a set of biases and level positions, and a non-conservative mean force on two modes under bias. For the example junction at 0.6 V the output shows 0.90 steady quanta, or 779 K, while the Ehrenfest vibration falls from 0.164 to 0.024 quanta in about 6 ps. The last lines size electrode-phonon loss, charging, coupling strength and anharmonicity from rough inputs.

## Numerical check

```python
"""
Result under test: for a vibration weakly coupled to a current-carrying level,
  quantum:    dN/dt = (N+1)*R_emit - N*R_abs
  Ehrenfest:  dN/dt = -(R_abs-R_emit)*N      (no spontaneous emission)
N: vibrational quanta; R_emit, R_abs: emission and absorption rates from the
electronic force noise at minus and plus the vibrational frequency.
H = H_el + quantum*b^+b + lam*xi*(n-n_mean), xi = b+b^+, n = level occupation.
Energies in eV, times in fs. Leads are wide-band, chemical potentials +-V/2.
"""
import numpy as np
from scipy import constants as const
from scipy.special import expit
from scipy.optimize import brentq

hbar = const.hbar / const.e * 1e15          # eV fs
kB = const.k / const.e                      # eV/K
SPIN = 2
level, width_L, width_R = 0.30, 0.10, 0.10  # eV
width = width_L + width_R
quantum, lam = 0.050, 0.010                 # eV
bias, temperature = 0.60, 300.0             # V, K
kT = kB * temperature
omega = quantum / hbar                      # rad/fs


def fermi(energy, mu, kt):
    return expit(-(energy - mu) / kt)


grid = np.linspace(-2.0, 2.0, 20001)


def spectral(energy, volt, eps, gam_l, gam_r, kt):
    """Occupied and empty spectral functions of the level, 1/eV."""
    f_l, f_r = fermi(energy, volt / 2, kt), fermi(energy, -volt / 2, kt)
    denom = (energy - eps)**2 + (gam_l + gam_r)**2 / 4
    return ((gam_l * f_l + gam_r * f_r) / denom,
            (gam_l * (1 - f_l) + gam_r * (1 - f_r)) / denom)


def noise(shift, volt, eps=level, gam_l=width_L, gam_r=width_R, kt=kT):
    """Occupation noise per spin divided by hbar, 1/eV; shift = hbar*omega."""
    occupied = spectral(grid, volt, eps, gam_l, gam_r, kt)[0]
    empty = spectral(grid + shift, volt, eps, gam_l, gam_r, kt)[1]
    return np.trapezoid(occupied * empty, grid) / (2 * np.pi) \
        if hasattr(np, "trapezoid") else np.trapz(occupied * empty, grid) / (2 * np.pi)


def rates(volt, **kw):
    """Emission and absorption rates, 1/fs."""
    pref = SPIN * lam**2 / hbar
    return pref * noise(-quantum, volt, **kw), pref * noise(quantum, volt, **kw)


def steady_quanta(volt, **kw):
    emit, absorb = rates(volt, **kw)
    return emit / (absorb - emit)


# ---- Test 1: exact many-electron + quantum oscillator against Ehrenfest ----
def finite_system_test():
    n_orb, n_ph, n_start = 6, 12, 2
    weak, t_end = 3e-4, 60.0
    h = np.diag(0.01 * np.array([0, 3, 1, 4, 1, 5.0]))
    h -= 0.05 * (np.eye(n_orb, k=1) + np.eye(n_orb, k=-1))
    eps, vec = np.linalg.eigh(h)
    v = vec[2]                              # the coupled site in eigenorbitals
    occ = [1, 3, 5]                         # a hot determinant
    emp = [0, 2, 4]
    n_mean = np.sum(v[occ]**2)
    lower, sign = np.array([[0, 1.0], [0, 0]]), np.diag([1.0, -1.0])
    ops = []
    for i in range(n_orb):
        op = np.eye(1)
        for j in range(n_orb):
            op = np.kron(op, sign if j < i else lower if j == i else np.eye(2))
        ops.append(op)
    site = sum(v[i] * ops[i] for i in range(n_orb))
    h_el = sum(eps[i] * ops[i].T @ ops[i] for i in range(n_orb))
    total = np.diag(sum(op.T @ op for op in ops))
    sector = np.where(np.round(total) == len(occ))[0]
    cut = np.ix_(sector, sector)
    occupation = (site.T @ site)[cut]
    b = np.diag(np.sqrt(np.arange(1, n_ph)), 1)
    number = np.arange(n_ph)
    dim = len(sector)
    ham = np.kron(h_el[cut], np.eye(n_ph))
    ham += np.kron(np.eye(dim), quantum * np.diag(number))
    ham += weak * np.kron(occupation - n_mean * np.eye(dim), b + b.T)
    energies, states = np.linalg.eigh(ham)
    det = np.where(sector == sum(2**(n_orb - 1 - i) for i in occ))[0][0]

    def quantum_change(n0):
        start = states[det * n_ph + n0]
        psi = states @ (np.exp(-1j * energies * t_end / hbar) * start)
        prob = np.abs(psi.reshape(dim, n_ph))**2
        return np.sum(prob * (number - n0))

    def golden(sign_q):
        acc = 0.0
        for i in occ:
            for j in emp:
                x = (eps[j] - eps[i] + sign_q * quantum) * t_end / (2 * hbar)
                acc += (v[i] * v[j] * t_end * np.sinc(x / np.pi))**2
        return (weak / hbar)**2 * acc

    def ehrenfest_change(n0):
        changes = []
        for phase in np.arange(4) * np.pi / 2 + 0.3:
            amp = np.sqrt(n0) * np.exp(1j * phase)
            y = np.concatenate([[amp], np.eye(n_orb)[:, occ].ravel()]).astype(complex)

            def deriv(y):
                orb = y[1:].reshape(n_orb, len(occ))
                on_site = v @ orb
                dn = np.sum(np.abs(on_site)**2) - n_mean
                d_orb = eps[:, None] * orb + weak * 2 * y[0].real * np.outer(v, on_site)
                d_b = quantum * y[0] + weak * dn
                return -1j / hbar * np.concatenate([[d_b], d_orb.ravel()])

            steps = 300
            dt = t_end / steps
            for _ in range(steps):
                k1 = deriv(y)
                k2 = deriv(y + dt / 2 * k1)
                k3 = deriv(y + dt / 2 * k2)
                k4 = deriv(y + dt * k3)
                y = y + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
            changes.append(abs(y[0])**2 - n0)
        return np.mean(changes)

    emit, absorb = golden(+1), golden(-1)
    q0, q2, cl2 = quantum_change(0), quantum_change(n_start), ehrenfest_change(n_start)
    scale = emit + absorb
    # remaining differences are of fourth order in the coupling
    assert abs(q0 - emit) < 0.01 * emit
    assert abs(q2 - ((n_start + 1) * emit - n_start * absorb)) < 0.01 * scale
    assert abs(cl2 - n_start * (emit - absorb)) < 0.01 * scale
    assert abs((q2 - cl2) - emit) < 0.02 * emit
    return q0, q2, cl2, emit


# In the finite system the electron must lose one quantum on emission:
# the phase contains (e_final - e_initial + quantum), as coded in golden(+1).
exact0, exact2, ehr2, spont = finite_system_test()


# ---- Test 2: noise integral against explicit discrete leads in time ----
def lead_correlator():
    half_band, n_lead = 6.0, 600
    spacing = 2 * half_band / n_lead
    e_lead = -half_band + (np.arange(n_lead) + 0.5) * spacing
    ham = np.diag(np.concatenate([[level], e_lead, e_lead]))
    hop = np.concatenate([np.full(n_lead, np.sqrt(g * spacing / (2 * np.pi)))
                          for g in (width_L, width_R)])
    ham[0, 1:] = ham[1:, 0] = hop
    filled = np.concatenate([[0.0], fermi(e_lead, bias / 2, kT),
                             fermi(e_lead, -bias / 2, kT)])
    en, vec = np.linalg.eigh(ham)
    dt, half = 0.25, 320
    tau = dt * np.arange(-half, half + 1)
    t_mid = 100.0
    phases = np.exp(-1j * np.outer(t_mid + tau, en) / hbar) * vec[0]
    u = phases.real @ vec.T + 1j * (phases.imag @ vec.T)
    ref = u[half]
    corr = (u.conj() @ (filled * ref)) * (u @ ((1 - filled) * ref.conj()))
    return [np.sum(np.exp(1j * s * tau / hbar) * corr).real * dt / hbar
            for s in (-quantum, quantum)]


noise_emit_time, noise_abs_time = lead_correlator()
noise_emit, noise_abs = noise(-quantum, bias), noise(quantum, bias)
# the explicit leads have a finite band, which shifts the level by a few meV
assert abs(noise_emit_time / noise_emit - 1) < 0.04
assert abs(noise_abs_time / noise_abs - 1) < 0.04

# ---- Test 3: self-consistent Ehrenfest dynamics with open leads ----
R_emit, R_abs = rates(bias)
friction = R_abs - R_emit
bose = 1 / np.expm1(quantum / kT)
period = 2 * np.pi / omega
steps_per_period, n_blocks = 160, 36
dt = period / steps_per_period
e_run = np.arange(-6.0, 0.8, 0.005)
weight = 0.005 / (2 * np.pi) * SPIN * (width_L * fermi(e_run, bias / 2, kT)
                                      + width_R * fermi(e_run, -bias / 2, kT))


def static_amplitude(xi):
    return 1 / (e_run - level - lam * xi + 0.5j * width)


def ehrenfest_run(xi, amp, n_ref):
    """Vibrational quanta in blocks of two periods, from the momentum."""
    decay = np.exp(-1j * (level - 0.5j * width - e_run) * dt / hbar)
    mom = 0.0
    occ_old = weight @ (amp.real**2 + amp.imag**2)
    record = np.empty(2 * steps_per_period * n_blocks)
    for k in range(record.size):
        xi += 0.5 * dt * omega * mom
        stat = static_amplitude(xi)
        amp = stat + (amp - stat) * (decay * np.exp(-1j * lam * xi * dt / hbar))
        occ_new = weight @ (amp.real**2 + amp.imag**2)
        force = -omega * xi - 2 * lam / hbar * (0.5 * (occ_old + occ_new) - n_ref)
        record[k] = mom + 0.5 * dt * force
        mom += dt * force
        xi += 0.5 * dt * omega * mom
        occ_old = occ_new
    return np.mean(record.reshape(n_blocks, -1)**2, axis=1) / 2


block_time = (np.arange(n_blocks) + 0.5) * 2 * period
n_static = weight @ np.abs(static_amplitude(0.0))**2
xi_start = 2 * np.sqrt(bose)
warm = ehrenfest_run(xi_start, static_amplitude(xi_start), n_static)
kicked = ehrenfest_run(0.0, np.zeros(e_run.size, complex), 0.0)
slope_warm = -np.polyfit(block_time, np.log(warm), 1)[0]
slope_kick = -np.polyfit(block_time[1:], np.log(kicked[1:]), 1)[0]
# allowed difference: frequency shift and finite amplitude, beyond second order
assert abs(slope_warm / friction - 1) < 0.04
assert abs(slope_kick / friction - 1) < 0.04
N_ss = steady_quanta(bias)
quantum_N = N_ss + (bose - N_ss) * np.exp(-friction * block_time)
assert warm[-1] < warm[0] and quantum_N[-1] > quantum_N[0]
assert kicked.max() < 0.1 * N_ss

# ---- Test 4: limits and sign of the friction ----
assert abs(steady_quanta(0.0) / bose - 1) < 1e-6
flat = dict(eps=0.0, gam_l=20.0, gam_r=20.0, kt=5e-4)
flat_bias = 0.30
flat_numeric = steady_quanta(flat_bias, **flat)
flat_formula = (flat_bias - quantum) / (4 * quantum)
assert abs(flat_numeric / flat_formula - 1) < 0.01
assert steady_quanta(0.03, **flat) < 1e-8
for volt in np.linspace(0, 1.2, 7):
    for eps in (-0.4, 0.0, 0.3):
        e_rate, a_rate = rates(volt, eps=eps)
        assert a_rate > e_rate


# ---- Test 5: mean forces on two modes need not be conservative ----
def force_curl(volt):
    """d(force 1)/d(xi 2) - d(force 2)/d(xi 1) for a two-site junction, eV."""
    energy = np.arange(-5.0, 1.2, 0.001)

    def forces(xi1, xi2):
        h = np.array([[level + lam * xi1, -0.1], [-0.1, level + lam * xi2]])
        inv = energy[:, None, None] * np.eye(2) - h + 0.5j * np.diag([width_L, width_R])
        g = np.linalg.inv(inv)
        fill = np.stack([width_L * fermi(energy, volt / 2, kT),
                         width_R * fermi(energy, -volt / 2, kT)], axis=1)
        dens = np.einsum('eij,ej->i', np.abs(g)**2, fill) * 0.001 / (2 * np.pi)
        return -lam * SPIN * dens

    s = 0.1
    d2 = (forces(0, s) - forces(0, -s)) / (2 * s)
    d1 = (forces(s, 0) - forces(-s, 0)) / (2 * s)
    return d2[0] - d1[1]


curl_zero, curl_bias = force_curl(0.0), force_curl(bias)
assert abs(curl_zero) < 1e-10 and abs(curl_bias) > 1e-6

# ---- Worked example and size of neglected effects ----
step = grid[1] - grid[0]
transmission = width_L * width_R / ((grid - level)**2 + width**2 / 4)
window = fermi(grid, bias / 2, kT) - fermi(grid, -bias / 2, kT)
current = 2 * const.e**2 / const.h * np.sum(transmission * window) * step   # A
power = current * bias
emit_power = quantum * const.e * R_emit * 1e15


def vib_temperature(n):
    return quantum / (kB * np.log1p(1 / n))


def filling(volt, eps):
    return np.sum(spectral(grid, volt, eps, width_L, width_R, kT)[0]) * step / (2 * np.pi)


leak = 1e-3                                 # 1/fs, rough loss to electrode phonons
N_leak = (R_emit + leak * bose) / (friction + leak)
charging = 0.5                              # eV, rough screened repulsion
hartree = brentq(lambda s: s - charging * (filling(bias, level + s)
                                           - filling(0.0, level)), -0.5, 0.5)
N_hartree = steady_quanta(bias, eps=level + hartree)
well_depth = 2.0                            # eV, rough Morse depth
anharmonic = 2 * (N_ss + 1) * quantum / (4 * well_depth)

print("FINITE SYSTEM (6 orbitals, 3 electrons, 60 fs, coupling 0.3 meV)")
print(f"exact change of quanta from N=0: {exact0:.4e}")
print(f"exact change of quanta from N=2: {exact2:.4e}")
print(f"Ehrenfest change from N=2: {ehr2:.4e}")
print(f"exact minus Ehrenfest: {exact2 - ehr2:.4e}")
print(f"spontaneous-emission formula: {spont:.4e}")
print("JUNCTION INPUT (rough single-molecule break junction)")
print(f"level {level:.2f} eV, widths {width_L:.2f} and {width_R:.2f} eV")
print(f"quantum {quantum*1e3:.0f} meV, coupling {lam*1e3:.0f} meV")
print(f"bias {bias:.2f} V, temperature {temperature:.0f} K")
print(f"vibrational period: {period:.1f} fs")
print("NOISE PER SPIN / hbar (1/eV): integral, explicit leads")
print(f"emission side: {noise_emit:.3f}, {noise_emit_time:.3f}")
print(f"absorption side: {noise_abs:.3f}, {noise_abs_time:.3f}")
print("RATES")
print(f"emission rate: {R_emit*1e3:.4f} 1/ps")
print(f"absorption rate: {R_abs*1e3:.4f} 1/ps")
print(f"friction rate (difference): {friction*1e3:.4f} 1/ps")
print(f"Ehrenfest decay, warm start: {slope_warm*1e3:.4f} 1/ps")
print(f"Ehrenfest decay, kicked start: {slope_kick*1e3:.4f} 1/ps")
print("QUANTA IN TIME: time (ps), quantum, Ehrenfest")
for k in (0, n_blocks // 2, n_blocks - 1):
    print(f"{block_time[k]/1e3:.2f} ps: {quantum_N[k]:.4f}, {warm[k]:.4f}")
print(f"largest quanta after mean-force kick: {kicked.max():.5f}")
print(f"last quanta after mean-force kick: {kicked[-1]:.5f}")
print("STEADY STATE")
print(f"thermal quanta at zero bias: {bose:.4f}")
print(f"steady quanta under bias: {N_ss:.3f}")
print(f"effective vibrational temperature: {vib_temperature(N_ss):.0f} K")
for volt in (0.2, 0.4, 0.8):
    print(f"steady quanta at {volt:.1f} V: {steady_quanta(volt):.3f}")
print(f"flat cold limit at {flat_bias:.2f} V: {flat_numeric:.4f}, formula {flat_formula:.4f}")
print(f"current: {current*1e6:.2f} uA")
print(f"electrical power: {power*1e6:.2f} uW")
print(f"spontaneous-emission power: {emit_power*1e9:.3f} nW")
print(f"its share of electrical power: {emit_power/power:.2e}")
print("TWO-MODE MEAN FORCE")
print(f"curl at zero bias: {abs(curl_zero)*1e3:.1e} meV")
print(f"curl at {bias:.2f} V: {curl_bias*1e3:.4f} meV")
print("NEGLECTED EFFECTS (rough inputs)")
print(f"electrode-phonon loss {leak*1e3:.1f} 1/ps: quanta {N_leak:.3f}")
print(f"the same as a temperature: {vib_temperature(N_leak):.0f} K")
print(f"charging {charging:.1f} eV: level shift {hartree*1e3:.1f} meV")
print(f"steady quanta with that shift: {N_hartree:.3f}")
print(f"rms level shake / half width: {lam*np.sqrt(2*N_ss+1)/(width/2):.3f}")
print(f"polaron shift: {lam**2/quantum*1e3:.2f} meV")
print(f"anharmonic softening, {well_depth:.0f} eV well: {anharmonic*100:.1f} percent")
print("all assertions hold")
```

It prints:

```
FINITE SYSTEM (6 orbitals, 3 electrons, 60 fs, coupling 0.3 meV)
exact change of quanta from N=0: 2.1636e-05
exact change of quanta from N=2: 5.1421e-05
Ehrenfest change from N=2: 2.9785e-05
exact minus Ehrenfest: 2.1637e-05
spontaneous-emission formula: 2.1636e-05
JUNCTION INPUT (rough single-molecule break junction)
level 0.30 eV, widths 0.10 and 0.10 eV
quantum 50 meV, coupling 10 meV
bias 0.60 V, temperature 300 K
vibrational period: 82.7 fs
NOISE PER SPIN / hbar (1/eV): integral, explicit leads
emission side: 0.992, 0.971
absorption side: 2.091, 2.075
RATES
emission rate: 0.3015 1/ps
absorption rate: 0.6352 1/ps
friction rate (difference): 0.3337 1/ps
Ehrenfest decay, warm start: 0.3356 1/ps
Ehrenfest decay, kicked start: 0.3345 1/ps
QUANTA IN TIME: time (ps), quantum, Ehrenfest
0.08 ps: 0.1890, 0.1635
3.06 ps: 0.6389, 0.0599
5.87 ps: 0.7999, 0.0235
largest quanta after mean-force kick: 0.01102
last quanta after mean-force kick: 0.00159
STEADY STATE
thermal quanta at zero bias: 0.1690
steady quanta under bias: 0.903
effective vibrational temperature: 779 K
steady quanta at 0.2 V: 0.449
steady quanta at 0.4 V: 0.491
steady quanta at 0.8 V: 3.871
flat cold limit at 0.30 V: 1.2501, formula 1.2500
current: 10.88 uA
electrical power: 6.53 uW
spontaneous-emission power: 2.415 nW
its share of electrical power: 3.70e-04
TWO-MODE MEAN FORCE
curl at zero bias: 0.0e+00 meV
curl at 0.60 V: -0.3858 meV
NEGLECTED EFFECTS (rough inputs)
electrode-phonon loss 1.0 1/ps: quanta 0.353
the same as a temperature: 432 K
charging 0.5 eV: level shift 51.3 meV
steady quanta with that shift: 0.594
rms level shake / half width: 0.168
polaron shift: 2.00 meV
anharmonic softening, 2 eV well: 2.4 percent
all assertions hold
```
